The Friedel–Langreth sum rule for the Anderson impurity

An Anderson impurity in a wide, featureless band scatters conduction electrons at the Fermi level with a phase shift fixed by its occupation. If n is the zero-temperature occupation per spin, δ the phase shift, A(ω) the impurity spectral function per spin and Δ the hybridization half-width, then

δ = πn,  A(0) = sin²(πn)/(πΔ).

The repulsion U enters both formulas only through n. They hold when the ground state is a non-magnetic Fermi liquid connected continuously to the non-interacting one, so that the skeleton expansion of the self-energy applies.

The Hamiltonian, with ħ = 1 and energies measured from the chemical potential, is

H = Σ_σ ε_d n_dσ + U n_d↑ n_d↓ + Σ_kσ ε_k c†_kσ c_kσ + V Σ_kσ (d†_σ c_kσ + c†_kσ d_σ).

Let G(z) be the impurity Green's function for one spin at complex frequency z. For U = 0 the equations of motion are

(z − ε_d) G = 1 + V Σ_k G_kd,  (z − ε_k) G_kd = V G.

Inserting the second into the first eliminates the bath. The interaction acts on the impurity alone, so it adds a self-energy Σ(z) to this one matrix element:

G⁻¹(z) = z − ε_d − Γ(z) − Σ(z),  Γ(z) = Σ_k V²/(z − ε_k).

For a flat band of density ρ per spin between −D and D, the part of the integrand odd in energy cancels, and for ω > 0

Γ(iω) = ρV² ∫₋D^D dε (−iω − ε)/(ω² + ε²) = −(2iΔ/π) arctan(D/ω),  Δ = πρV².

When D → ∞ this becomes Γ(iω) = −iΔ, and +iΔ for ω < 0. The bath is made continuous before the temperature goes to zero; otherwise the jump at ω = 0 would be smeared over the level spacing.

The occupation follows from the spectral representation G(iω) = ∫dε A(ε)/(iω − ε), where A = −Im G/π just above the real axis and ∫A dε = 1. Its real part is

Re G(iω) = −∫dε A(ε) ε/(ω² + ε²).

Since ∫₀^∞ dω ε/(ω² + ε²) = (π/2) sgn ε,

∫₀^∞ (dω/π) Re G(iω) = −½ ∫dε A(ε) sgn ε = −½[(1 − n) − n] = n − ½.

Here n is the spectral weight below zero energy. Hence

n = ½ + ∫₀^∞ (dω/π) Re G(iω).

On the positive imaginary axis Γ is constant in the wide-band limit, so dG⁻¹/dz = 1 − dΣ/dz. Multiplying by G and rearranging gives

G = d ln G⁻¹/dz + G dΣ/dz.

With z = iω, d/dz = −i d/dω. Write G⁻¹ = |G⁻¹| e^{iθ}. Then

Re[−i d(ln|G⁻¹| + iθ)/dω] = dθ/dω,

and the occupation splits into a phase difference and the Luttinger integral I_L:

n = ½ + [θ(∞) − θ(0⁺)]/π + I_L,  I_L = ∫₀^∞ (dω/π) Re[G dΣ/dz].

To show that I_L vanishes, consider the Luttinger–Ward functional Φ[G], the sum of closed skeleton diagrams built from full propagators. Each diagram is weighted by the inverse of its number of symmetry operations, so removing each line in turn produces every skeleton self-energy diagram once. With Φ normalized accordingly, a change of the propagator of one spin gives

δΦ = ∫(dω/2π) Σ(iω) δG(iω).

Now shift the argument of every propagator of that spin, G(iω) → G(iω + iα). At each U vertex one line of this spin enters and one leaves. The shift therefore cancels in the frequency balance of the vertex, and a change of integration variables removes α from the diagram. This works because at zero temperature the frequencies are continuous and range over the whole axis. Thus Φ does not change, and the term linear in α gives

∫dω Σ(iω) ∂G(iω)/∂ω = 0.

The derivative includes the jump of G at ω = 0, which comes from Γ. Let G± = G(±i0⁺), and suppose that Σ is continuous there with value Σ(0). Separating the jump from the smooth part, denoted by a prime on the integral, gives

Σ(0)(G₊ − G₋) + ∫′dω Σ ∂G/∂ω = 0.

Integrate by parts on the two half-axes. G vanishes at infinity while Σ stays finite, so the boundary terms come from zero alone:

∫′dω Σ ∂G/∂ω = Σ(0)G₋ − Σ(0)G₊ − ∫′dω G ∂Σ/∂ω.

The boundary terms cancel the jump, leaving ∫′dω G ∂Σ/∂ω = 0. Since ∂Σ/∂ω = i dΣ/dz, also ∫′dω G dΣ/dz = 0. The integrand at −ω is the complex conjugate of that at ω, so the integral equals 2πI_L. Therefore I_L = 0.

Continuity of Σ was essential. Because Σ(−iω) is the conjugate of Σ(iω), it requires Im Σ(i0⁺) = 0. In a Fermi liquid this follows from phase space. An added electron of energy ω > 0 can decay into an electron of energy x, an electron of opposite spin of energy y, and a hole of opposite spin that costs energy z′. All three are positive and add up to ω. The golden rule, with −2 Im Σ as the decay rate, gives in second order

−Im Σ(ω) = πU² ∫dx dy dz′ A(x) A(y) A(−z′) δ(ω − x − y − z′).

For small ω each spectral function may be replaced by A(0). The remaining integral is the area of the triangle x + y < ω, which is ω²/2. Hence

−Im Σ(ω) ≈ πU² A(0)³ ω²/2.

The same count applies to holes. Processes with more particle-hole pairs have less phase space at small ω, and vertex corrections change the coefficient but not the power as long as they stay finite, which is part of the Fermi-liquid assumption.

Continuity alone is not sufficient: Σ must also be the one generated by Φ. An isolated atom with a free moment shows the difference. Take V = 0, ε_d = −0.8 and U = 2 in arbitrary energy units, and average over the two spin directions, so that n = ½ and

G(z) = ½/(z − ε_d) + ½/(z − ε_d − U).

Solving for the self-energy gives

Σ(z) = U/2 + (U²/4)/(z − ε_d − U/2).

Its pole lies at 0.2, so Σ is continuous at z = 0. But G(0) = ½/0.8 − ½/1.2 = 0.21 is positive, hence θ(0⁺) = 0, and the phase part of the occupation formula gives ½ + ½ = 1. The true occupation is ½, so I_L = −½, which is also the value found by direct integration. The failure comes from averaging over a degenerate doublet. In either member alone, say with the electron's spin up, G↑ = 1/(z − ε_d) and G↓ = 1/(z − ε_d − U); the self-energies are the constants 0 and U, and I_L = 0 for each spin. The averaged G instead has a zero at 0.2, which puts a pole into Σ. The degenerate state also lies outside the condition stated at the start. At U = 0 this atom is doubly occupied; the singly occupied doublet, of energy ε_d, falls below the doubly occupied state, of energy 2ε_d + U, once U exceeds 0.8. The moment state is thus not reached continuously from the non-interacting one. In the impurity problem without a magnetic field, it is the hybridization that removes this degeneracy, by screening the moment into a singlet.

The lemma can also be tested without diagrams. For an impurity coupled to three bath levels, exact diagonalization gives a non-degenerate ground state with two electrons of each spin. The Luttinger integral computed from its exact Green's function is zero to rounding error, about 10⁻¹⁵, whereas the integral of the absolute value of the integrand is 0.016. The zero arises by cancellation. The test is limited, however. Applied to the determinant of G⁻¹ over all L orbitals of one spin, whose phase tends to Lπ/2 at large ω, the same phase argument gives N = L − θ(0⁺)/π + I_L for N electrons of that spin. The determinant is real at z = 0, so for integer N the integral I_L must be an integer. The cluster therefore tests only that this integer is zero, and it does not test the continuum result.

It remains to evaluate the phase. From the spectral representation,

Im G(iω) = −ω ∫dε A(ε)/(ω² + ε²) < 0 for ω > 0.

So Im G⁻¹ > 0, and θ stays between 0 and π without crossing a branch cut. At large ω, G⁻¹ approaches iω, so θ(∞) = π/2. At the lower end

G⁻¹(i0⁺) = −ε* + iΔ,  ε* = ε_d + Re Σ(0).

Define δ as the argument of ε* + iΔ, so that

cot δ = ε*/Δ,  0 < δ < π.

Reflection in the imaginary axis turns ε* + iΔ into −ε* + iΔ, hence θ(0⁺) = π − δ. With I_L = 0,

n = ½ + [π/2 − (π − δ)]/π = δ/π.

That δ is a scattering phase shift follows from the S matrix at the Fermi level. A conduction electron scatters by hopping onto the impurity, propagating there and hopping back, so its T matrix is V²G. For the one channel that couples to the impurity, S = 1 − 2πiρV²G = 1 − 2iΔG, and

S = 1 − 2iΔ/(−ε* + iΔ) = (−ε* − iΔ)/(−ε* + iΔ) = (ε* + iΔ)/(ε* − iΔ) = e^{2iδ}.

Its modulus is one because Im Σ(0) = 0: at the Fermi level and zero temperature the scattering is elastic.

For U = 0 the phase shift can be read from the energy levels. Let the bath levels have spacing d, so that ρ = 1/d and V² = Δd/π. An eigenvalue E satisfies E − ε_d = Γ(E). For an unbounded ladder that contains the level ε₀, the sum in Γ is a cotangent:

E − ε_d = Δ cot[π(E − ε₀)/d].

Setting E = ε₀ − sd gives cot(πs) = (ε_d − E)/Δ, so s = δ/π with δ taken at energy E. Each level near the Fermi energy moves down by the fraction δ/π of a spacing, and on average δ/π electrons per spin are drawn below the chemical potential. For ε_d = 0.5Δ and 1200 bath levels between −10Δ and 10Δ, diagonalization gives a shift of 0.353 spacings, in agreement with the formula.

This displaced charge belongs to the whole system. When the band is finite, part of it sits in the conduction states. The conduction Green's function changes by V²G/(z − ε_k)², whose sum over k is −G dΓ/dz, so the displaced conduction charge per spin is

n_c = −∫₀^∞ (dω/π) Re[G dΓ/dz],  dΓ/dz = (2Δ/π) D/(ω² + D²).

The separation of G now contains the extra term G dΓ/dz, which gives n = δ/π − n_c. For a band symmetric about the chemical potential, Re Γ(0) = 0 and δ keeps its definition. The general statement is therefore

n + n_c = δ/π.

For D much larger than the other energies, dΓ/dz may be replaced by 2Δ/(πD) over the range where Re G matters. The integral of Re G is then π(n − ½), and to leading order

n_c ≈ (2Δ/πD)(½ − n).

For U = 0 and ε_d = 0.5Δ, δ/π = 0.3524. With D = 10Δ the impurity holds 0.3437 and the conduction electrons 0.0087; with D = 100Δ the conduction part is down to 0.0009. At particle-hole symmetry n_c vanishes for any D; away from it the equality δ = πn thus needs the wide band, whereas the rule for the total displaced charge does not.

The spectral height in the wide-band limit follows from G(0) = 1/(−ε* + iΔ):

A(0) = (1/π) Δ/(ε*² + Δ²).

Since sin δ = Δ/√(ε*² + Δ²), this is sin²δ/(πΔ), and δ = πn gives the second formula. The height is greatest at n = ½, where it equals 1/(πΔ), and it is unchanged when n is replaced by 1 − n. For a nearly empty level it falls as πn²/Δ.

The interaction does change the shape of the spectrum. Close to the Fermi level Σ(ω) ≈ Σ(0) + (1 − 1/Z)ω, which defines the quasiparticle weight Z, and

G(ω) ≈ 1/(ω/Z − ε* + iΔ) = Z/(ω − Zε* + iZΔ).

Both the weight and the width of this resonance are reduced by Z, and at ω = 0 the factor cancels. A smaller Z makes the resonance narrower without lowering its value at the Fermi level for given n.

A worked example takes U = 4Δ and ε_d = −Δ, treated in self-consistent second-order perturbation theory. Here Φ is cut off after its first- and second-order diagrams. Each diagram is separately invariant under the frequency shift, so the sum rule must hold within the approximation, although n itself differs from that of the full model. Integrating the spectrum over negative energies gives n = 0.3885. The Hartree shift is Un = 1.554Δ, and the second-order part contributes −0.188Δ, so that

Re Σ(0) = 1.3655Δ,  ε* = −Δ + 1.3655Δ = 0.3655Δ.

The phase shift comes from this one value of the self-energy:

δ = arccot(0.3655) = 1.2204 rad = 69.92°,  δ/π = 0.3885.

It agrees with the integrated occupation. For the height, the Green's function gives

A(0) = 1/[π(1 + 0.3655²)Δ] = 0.2808/Δ,

and the occupation gives sin²(69.92°)/(πΔ) = 0.2808/Δ. Without interaction the same level would have cot δ = −1 and n = 0.75; the repulsion has pushed it from below the Fermi level to above it. The quasiparticle weight is Z = 0.65, so the low-energy form of G has half-width ZΔ = 0.65Δ, yet Z appears nowhere in the comparison. That form holds only near the Fermi level: the full peak, measured at half maximum, keeps about three quarters of the bare width. At |ω| = 0.04Δ the damping averaged over both signs of ω is 0.999 of the phase-space law (the third digit shifts by about one unit on a coarse frequency mesh).

The role of Φ becomes visible when the second-order diagram is evaluated with Hartree propagators and these are not updated. The self-energy then no longer derives from Φ at the Green's function it produces. For the same parameters this gives n = 0.429 but δ/π = 0.443, and the difference, −0.014, equals the Luttinger integral, which no longer vanishes. With self-consistency the integral is of order 10⁻⁵, the level of the numerical error.

Moving the level from ε_d = 2Δ to −3.5Δ at the same U changes n from 0.128 to 0.667, and both relations hold within the numerical tolerance at all five positions computed. At ε_d = −U/2 = −2Δ the model is particle-hole symmetric, n = ½, and A(0) = 0.3183/Δ, the full height 1/(πΔ). The numerical check carries out these numerical checks, apart from the half-maximum width, which it does not evaluate.

Numbers as computed

```
EXACT CLUSTER (energies in model units)
bath levels: [-1.2 -0.1  1. ], hopping: 0.5
U: 2.0, eps_d: -0.8
gap to first excited state: 0.3165
electrons per spin: 2.0000
impurity occupation per spin: 0.4474
Luttinger integral: 3.3e-15
integral of |integrand|: 0.0158
free-moment atom, Luttinger integral: -0.5000
RESONANT LEVEL, U = 0 (energies in Delta)
level: 0.5, half-band: 10.0, bath levels: 1200
level shift / spacing: 0.3530, formula: 0.3530
displaced charge: 0.3525, delta/pi: 0.3524
impurity charge from matrix: 0.3438
half-band     10: impurity 0.34374, conduction 0.00868, sum 0.35242
half-band    100: impurity 0.35149, conduction 0.00093, sum 0.35242
half-band   1000: impurity 0.35232, conduction 0.00009, sum 0.35242
WORKED EXAMPLE, self-consistent second order (Delta = 1)
U: 4.0 Delta, eps_d: -1.0 Delta
n per spin from spectrum: 0.3885
Hartree shift U*n: 1.5539 Delta
Re Sigma(0): 1.3655 Delta
eps_star: 0.3655 Delta
delta: 1.2204 rad = 69.92 degrees
delta/pi: 0.3885
A(0) from G: 0.2808 /Delta
sin^2(pi n)/(pi Delta): 0.2808 /Delta
quasiparticle weight Z: 0.6461
Luttinger integral: -1.0e-05
damping / phase-space law at 0.04 Delta: 0.9984
NOT SELF-CONSISTENT, same U and eps_d
n: 0.4287, delta/pi: 0.4425, Luttinger integral: -0.0138
SCAN at U = 4 Delta (eps_d in Delta, A in 1/Delta)
eps_d     n       delta/pi  A(0)    sin^2(pi n)/pi
  2.0   0.1276   0.1276   0.0485   0.0485
  0.0   0.2789   0.2788   0.1878   0.1879
 -1.0   0.3885   0.3885   0.2808   0.2808
 -2.0   0.5000   0.5000   0.3183   0.3183
 -3.5   0.6671   0.6671   0.2384   0.2384
```
